\section*{Variance of site rate constants and the slowing of self-limiting adsorption}

\section{Result}

Precursor molecules fill surface sites one by one during a deposition pulse. Let the sites be independent, and let each fill irreversibly with its own fixed first-order rate constant $k$. If $S(t)$ is the fraction still vacant, define the apparent rate constant by
\begin{equation}
K(t)=-\frac{d\ln S}{dt}. \label{def}
\end{equation}
Then
\begin{equation}
K(t)=\langle k\rangle_t,\qquad
\boxed{\frac{dK}{dt}=-\mathrm{Var}_t(k)}, \label{law}
\end{equation}
where the mean and the variance are taken over the sites vacant at time $t$. Both sides of the second equation have the unit of inverse time squared.

The slowing is a matter of selection. No site changes its rate constant, but fast sites leave the vacant population sooner, and the mean over those that remain falls.

The conditions are constant gas exposure and temperature, no back reaction, no exchange between sites, no influence of filled sites on vacant ones, and so many sites that $S$ is a smooth function. Several of these are relaxed below.

\section{Derivation}

\subsection{The vacant fraction}

A site with rate constant $k$ has a probability $P$ of being vacant that obeys $dP/dt=-kP$ with $P(0)=1$, so $P=e^{-kt}$. Let $g(k)$ be the distribution of rate constants over all sites at $t=0$, with $\int_0^\infty g\,dk=1$. Averaging over sites gives
\begin{equation}
S(t)=\int_0^\infty g(k)\,e^{-kt}\,dk. \label{S}
\end{equation}
The distribution among vacant sites is the integrand divided by its total,
\begin{equation}
g_t(k)=\frac{g(k)e^{-kt}}{S(t)},\qquad
\langle f\rangle_t=\int_0^\infty f(k)\,g_t(k)\,dk. \label{gt}
\end{equation}

\subsection{Two derivatives}

Each time derivative of Eq.~\eqref{S} brings down a factor $-k$:
\begin{equation}
S'=-\int_0^\infty k\,g\,e^{-kt}dk=-S\langle k\rangle_t,\qquad
S''=\int_0^\infty k^2g\,e^{-kt}dk=S\langle k^2\rangle_t. \label{derivs}
\end{equation}
Differentiation under the integral is allowed for $t>0$: at all times $t\ge t_0>0$ the function $k^ne^{-kt}$ is at most $(n/et_0)^n$, its largest value at $t=t_0$, and $g$ is integrable. At $t=0$ this bound is lost, and the law needs a finite second moment of $g$.

The first derivative gives $K=-S'/S=\langle k\rangle_t$. The quotient rule then gives
\begin{align}
\frac{dK}{dt}&=-\frac{S''}{S}+\left(\frac{S'}{S}\right)^2\nonumber\\
&=-\langle k^2\rangle_t+\langle k\rangle_t^2
=-\mathrm{Var}_t(k),
\end{align}
which is Eq.~\eqref{law}.

The selection is visible in the distribution itself. Since $\ln g_t=\ln g-kt-\ln S$,
\begin{equation}
\frac{\partial g_t}{\partial t}=-(k-K)\,g_t. \label{select}
\end{equation}
Sites faster than the current mean lose weight and slower ones gain it. Multiplying by $k$ and integrating gives $-\langle k(k-K)\rangle_t$, again minus the variance.

\section{Consequences}

\subsection{Accumulated fall and late times}

Integrating Eq.~\eqref{law} gives
\begin{equation}
K(0)-K(t)=\int_0^t\mathrm{Var}_{t'}(k)\,dt'. \label{sum}
\end{equation}
A variance is never negative, so $K$ never rises. It is constant only if all sites have the same $k$.

At late times $K$ tends to $k_{\min}$, the lower edge of the distribution. To see this, define the time-averaged rate
\begin{equation}
\bar K(t)=-\frac{\ln S}{t}=\frac1t\int_0^tK(t')\,dt'. \label{average}
\end{equation}
Because $K$ does not rise, $k_{\min}\le K\le\bar K$. For any $\epsilon>0$ a non-zero fraction $w$ of sites has $k<k_{\min}+\epsilon$, so $S\ge w\,e^{-(k_{\min}+\epsilon)t}$ and $\bar K\le k_{\min}+\epsilon-(\ln w)/t$. The last term vanishes as $t$ grows, and $\epsilon$ is arbitrary. Hence $\bar K$, and $K$ below it, approach $k_{\min}$.

\subsection{The averaged rate is a different quantity}

At early times $K\simeq K(0)-\mathrm{Var}_0\,t$. Inserted into Eq.~\eqref{average}, this gives
\begin{equation}
\bar K(t)\simeq K(0)-\tfrac12\mathrm{Var}_0\,t. \label{half}
\end{equation}
The averaged rate starts to fall at half the variance, because it retains the memory of the faster beginning. Equation~\eqref{law} holds for the instantaneous slope.

\subsection{A case in closed form}

Take a gamma distribution with shape $a$ and scale $b$,
\begin{equation}
g(k)=\frac{k^{a-1}e^{-k/b}}{\Gamma(a)\,b^a}.
\end{equation}
With $\int_0^\infty k^{a-1}e^{-qk}dk=\Gamma(a)q^{-a}$ and $q=t+1/b$,
\begin{equation}
S=b^{-a}\left(t+\frac1b\right)^{-a}=(1+bt)^{-a},\qquad
K=\frac{ab}{1+bt}. \label{gamma}
\end{equation}
Differentiating $K$ gives
\begin{equation}
\mathrm{Var}_t(k)=-\frac{dK}{dt}=\frac{ab^2}{(1+bt)^2}=\frac{K^2}{a}.
\end{equation}
Since $S^{1/a}=1/(1+bt)$, we also have $K=ab\,S^{1/a}$, and therefore
\begin{equation}
\frac{dS}{dt}=-KS=-ab\,S^{1+1/a}. \label{order}
\end{equation}
The uptake looks like a reaction of order $1+1/a$, although every site reacts to first order. For $a=1$ it has the form of second-order kinetics, so this uptake curve alone cannot decide between the two mechanisms. For $a\to\infty$ at fixed $ab$ the relative spread vanishes and first order returns.

For $a=2$, $b=10\ \mathrm{s^{-1}}$ and $t=60$ ms, $1+bt=1.6$. Then $S=1.6^{-2}=0.391$, $K=20/1.6=12.5\ \mathrm{s^{-1}}$ and the variance is $12.5^2/2=78.1\ \mathrm{s^{-2}}$. Direct integration over the distribution gives the same values.

\section{When the conditions change during the pulse}

\subsection{A common factor}

Suppose that all rate constants share a time-dependent factor, $k_i(t)=\varphi(t)c_i$ with fixed $c_i$. The factor may describe gas pressure, or crowding if it slows all vacant sites alike. Then $K=\varphi\langle c\rangle_t$. Equation~\eqref{select} now reads $\partial g_t/\partial t=-\varphi(c-\langle c\rangle_t)g_t$, so $d\langle c\rangle_t/dt=-\varphi\,\mathrm{Var}_t(c)$. The product rule gives
\begin{equation}
\frac{dK}{dt}=\frac{\varphi'}{\varphi}K-\varphi^2\,\mathrm{Var}_t(c). \label{general}
\end{equation}
The last term is the variance of the current rate constants. The first is the drift of the common factor, and it can have either sign.

The drift disappears if progress is measured by the dose $D=\int_0^t\varphi\,dt'$. With $dD=\varphi\,dt$,
\begin{equation}
-\frac{d\ln S}{dD}=\frac K\varphi=\langle c\rangle,\qquad
\frac{d\langle c\rangle}{dD}=-\mathrm{Var}(c). \label{dose}
\end{equation}

\subsection{Exchange between sites}

Let vacancies hop at rate $h$ between two equally numerous classes with constants $k_1<k_2$, and let $y_1,y_2$ be the vacant sites of each class as fractions of all sites, so that $S=y_1+y_2$:
\begin{align}
y_1'&=-k_1y_1-h(y_1-y_2),\nonumber\\
y_2'&=-k_2y_2+h(y_1-y_2).
\end{align}
Hopping cancels in $S'$, so $K$ is still the mean of $k$. It does change the composition, however. Its contribution to $\sum_ik_iy_i'$ is $h(k_2-k_1)(y_1-y_2)$, hence
\begin{equation}
\frac{dK}{dt}=-\mathrm{Var}_t(k)+h(k_2-k_1)\frac{y_1-y_2}{S}. \label{hop}
\end{equation}
Selection leaves more slow vacancies than fast ones, $y_1>y_2$, and hopping refills the fast class. Once the composition is steady the two terms cancel: $K$ stands still although the variance does not vanish. For $k_1=10$, $k_2=30$ and $h=1000\ \mathrm{s^{-1}}$, the fall of $K$ at 60 ms is zero to four decimals as a fraction of the variance. Without hopping the fraction is $1.0000$.

\section{Example: sparse hydroxyls on germanium}

\subsection{Rate constants from barriers}

Trimethylaluminium meets a hydrogen-terminated germanium (100) surface on which one surface atom in a hundred carries a hydroxyl. The hydroxyls are the reactive sites, and the rest of the surface is taken as inert. The hydroxyls are also taken to persist until they react. This is an idealisation: on real Ge(100) a hydroxyl can recombine with neighbouring hydrogen and leave as water at temperatures near or below the 500 K used here, a loss of sites that the model omits. This is a model of the start of alumina deposition.

In atomic units with the temperature $T$ as an energy, a gas of density $n=p/T$ and molecular mass $m$ strikes unit area at the rate
\begin{align}
J&=n\int_0^\infty v\sqrt{\frac{m}{2\pi T}}\;e^{-mv^2/2T}dv\nonumber\\
&=\frac pT\sqrt{\frac{m}{2\pi T}}\,\frac Tm=\frac{p}{\sqrt{2\pi mT}}. \label{flux}
\end{align}
Let $A$ be the target area of a site, and let a collision react with probability $e^{-E/T}$. Then $k=JA\,e^{-E/T}$. Let the barrier $E$ be Gaussian with mean $E_0$ and spread $\sigma$, and write $E=E_0+\sigma z$, $s=\sigma/T$ and $k_{\rm med}=JA\,e^{-E_0/T}$, so that $k=k_{\rm med}e^{-sz}$. Completing the square, $-z^2/2-nsz=-(z+ns)^2/2+n^2s^2/2$, gives
\begin{equation}
\langle k^n\rangle_0=k_{\rm med}^n\,e^{n^2s^2/2}. \label{moments}
\end{equation}
The cases $n=1$ and $n=2$ yield
\begin{align}
K(0)&=k_{\rm med}\,e^{s^2/2},\nonumber\\
\mathrm{Var}_0&=k_{\rm med}^2\left(e^{2s^2}-e^{s^2}\right)=K(0)^2\left(e^{s^2}-1\right). \label{initial}
\end{align}
In the numerical work the Gaussian is cut at eight spreads. This keeps all barriers positive and does not affect the digits quoted.

\subsection{Numbers}

At 500 K, $T=0.0431$ eV. A lattice constant of roughly 0.57 nm gives an area per surface atom of $0.57^2/2=0.162\ \mathrm{nm^2}$, which is used for $A$. At 0.05 Torr such an area receives $1.50\times10^4$ collisions per second. With $E_0=0.30$ eV and $\sigma=0.03$ eV,
\begin{align}
k_{\rm med}&=1.50\times10^4\,e^{-0.30/0.0431}\approx14.2\ \mathrm{s^{-1}},\nonumber\\
s&=0.03/0.0431=0.696,\nonumber\\
K(0)&=14.2\,e^{0.242}=18.1\ \mathrm{s^{-1}},\nonumber\\
\mathrm{Var}_0&=0.624\times18.1^2\approx205\ \mathrm{s^{-2}}.
\end{align}
A spread of one tenth of the mean barrier thus produces a relative spread of rate constants of $\sqrt{0.624}=0.79$, because what counts is $\sigma/T$ and not $\sigma/E_0$.

Integrating the rate equations of all site classes gives the following course. The slope is the numerical derivative of $K$, and the variance is evaluated separately from Eq.~\eqref{gt}.
\begin{center}
\begin{tabular}{rrrrr}
$t$ (ms) & $S$ & $K$ (s$^{-1}$) & Var (s$^{-2}$) & $dK/dt$ (s$^{-2}$)\\
20 & 0.719 & 15.1 & 112.5 & $-112.5$\\
60 & 0.421 & 12.0 & 56.4 & $-56.4$\\
120 & 0.223 & 9.5 & 30.0 & $-30.0$\\
200 & 0.112 & 7.7 & 17.2 & $-17.2$
\end{tabular}
\end{center}
Over 200 ms $K$ falls by $10.4\ \mathrm{s^{-1}}$, which equals the time integral of the variance, as Eq.~\eqref{sum} requires. The averaged rate at 60 ms is $-\ln(0.421)/0.060=14.4\ \mathrm{s^{-1}}$, well above the instantaneous $12.0\ \mathrm{s^{-1}}$. Its initial fall is $102\ \mathrm{s^{-2}}$, half of $\mathrm{Var}_0$ as in Eq.~\eqref{half}.

A simulation of four million sites with random barriers and random reaction times uses no rate equation for $S$. The fall of $K$ was taken from the numbers of vacant sites at 35, 60 and 85 ms, through the second difference of their logarithms. It is $57.3\ \mathrm{s^{-2}}$. The variance of $k$ among the sites vacant at 60 ms is $56.4\ \mathrm{s^{-2}}$. The difference is 1.5\% of the variance; the finite time step alone raises the exact second difference to $57.4\ \mathrm{s^{-2}}$, 1.7\% above the variance, and the counting noise is also about 1.7\%, so the simulation confirms the law to about 2\%.

The spread matters for the length of a pulse. If the initial rate persisted, the vacant fraction after 200 ms would be $e^{-18.1\times0.2}=0.027$. The model gives 0.112, about four times as much. The sign of this error is general under the conditions of Eq.~\eqref{law}: since $K\le K(0)$, $S\ge e^{-K(0)t}$.

\section{What the example neglects}

Each effect below is added alone, with all other settings held fixed. Except for temperature, its size is given by the ratio $R$ of the fall $-dK/dt$ to the variance of the current rate constants among vacant sites. The ideal law has $R=1$.

\paragraph{Pressure rise.} Let the pressure approach its final value as $\varphi=1-e^{-t/\tau}$ with $\tau=10$ ms. Then $R=-1.09$, $0.95$ and $1.00$ at 20, 60 and 200 ms. The negative value means that $K$ is still rising at 20 ms. There $\varphi'/\varphi=e^{-2}/[\tau(1-e^{-2})]=15.7\ \mathrm{s^{-1}}$, and the drift term in Eq.~\eqref{general} outweighs the variance. Early data should therefore be read against dose, Eq.~\eqref{dose}.

\paragraph{Steric blocking.} Assume that an adsorbed molecule blocks vacant sites within $d=0.6$ nm. For randomly placed sites of density $\rho=0.01/0.162\approx0.062\ \mathrm{nm^{-2}}$, the mean number of filled sites within that distance is $\beta(1-S)$ with $\beta=\rho\pi d^2=0.070$. A mean-field estimate for small $\beta$ spreads the blocking evenly over all vacant sites, $\varphi=1-\beta(1-S)$. Sites that stay blocked would instead collect among the vacant ones and add a variance of their own, which this estimate omits. Since $S'=-KS$, $\varphi'=-\beta KS$, and Eq.~\eqref{general} gives
\begin{equation}
R=1+\frac{\beta SK^2}{\varphi\,\mathrm{Var}_t(k)}. \label{block}
\end{equation}
Crowding steepens the fall: $R=1.10$, $1.08$ and $1.03$ at the same three times. Read through Eq.~\eqref{law}, it would be mistaken for extra spread. The decline of this excess with time belongs to the even sharing. With randomly placed sites that stay blocked, the blocked ones make up about 2\%, 7\% and 24\% of the vacant sites at these times. The fall of $K$ is then $1.12$, $1.16$ and $1.41$ times the variance among the sites still open, an excess that grows during the pulse.

\paragraph{Back reaction.} Let filled sites reopen at a common rate $r$. Then $S'=-S\langle k\rangle_t+r(1-S)$, so that
\begin{equation}
K=\langle k\rangle_t-r\left(\frac1S-1\right). \label{backK}
\end{equation}
Reopening draws the mix of vacant sites back towards the initial one and adds $r(K_0-\langle k\rangle_t)/S$ to $d\langle k\rangle_t/dt$, where $K_0=\langle k\rangle_0$. The last term of Eq.~\eqref{backK} has the derivative $rS'/S^2=-rK/S$. Together,
\begin{equation}
R=1+\frac{r\,(K+\langle k\rangle_t-K_0)}{S\,\mathrm{Var}_t(k)}. \label{back}
\end{equation}
A barrier of 1.5 eV and $10^{13}$ attempts per second give $r=7.6\times10^{-3}\ \mathrm{s^{-1}}$, and $R=1.001$, $1.002$ and $0.990$. The correction changes sign when $K$ has fallen to about half its initial value, as Eq.~\eqref{back} predicts for small $r$.

\paragraph{Gas depletion.} Let precursor diffuse to the surface across a 10 mm gap filled with carrier gas at about 1 Torr, with a diffusivity of roughly $150\ \mathrm{cm^2/s}$. In a quasi-steady estimate, in which diffusive supply balances consumption, $R$ stays within 0.2\% of one. The diffusion time, 6.7 ms, is short beside $1/K(0)=55$ ms, but the estimate holds only once the gap has filled with precursor. If the gap starts empty, its filling acts as a pressure rise: the time-dependent diffusion equation then gives $R=-0.30$ at 10 ms and $0.96$ at 20 ms, and $R$ is within 0.3\% of one from about 30 ms. Consumption on reactor walls is not included.

\paragraph{Temperature.} With $JA\propto T^{-1/2}$ at fixed pressure, Eq.~\eqref{initial} gives
\begin{equation}
\frac{d\ln K(0)}{dT}=\frac1T\left(-\frac12+\frac{E_0}{T}-s^2\right).
\end{equation}
The bracket is $-0.5+6.96-0.48=5.98$, so $K(0)$ changes by $1.2\%$ per kelvin at 500 K.

\section{The model beside a real process}

A temperature near 500 K, a precursor pressure of some hundredths of a Torr and pulses of about a tenth of a second are ordinary for alumina deposition. The initial reaction probability of the model, $1.2\times10^{-3}$ per collision, is a plausible order of magnitude. The barrier, its spread and the hydroxyl density are chosen, not measured. The density is far below that of the hydroxylated surfaces on which steady growth proceeds, and there the assumption of independent sites breaks. With a hydroxyl on every surface atom the blocking parameter would be $\beta\approx7$ instead of 0.070 (the lattice count is 8 neighbours on the unreconstructed surface and 6 on the dimerised one), and the factor $1-\beta(1-S)$ would reach zero with only one seventh of the sites filled. The linear estimate is then no longer valid, but its early breakdown suggests that crowding would govern the slowing. On such a surface a falling $K$ is no measure of the spread of rate constants. On sparse sites it is one, within about 10\% for the evenly shared blocking assumed here, provided that vacancies do not hop between sites and that the pressure is steady or the data are plotted against dose. If blocked sites stay blocked, they collect among the vacant ones, and the fall of $K$ overstates the variance among open sites by about 12\% at 20 ms, 16\% at 60 ms and 40\% at 200 ms, so that even on sparse sites only the early part of the pulse measures the spread. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 500 K; kT = 0.04309 eV
Precursor pressure: 0.05 Torr; mass 72.09 u
Ge lattice constant (rough): 0.57 nm
Area per surface atom: 0.1625 nm2
Hydroxyls per surface atom: 0.01
Hydroxyl density: 0.0616 per nm2
Barrier mean, spread: 0.30, 0.03 eV
Spread / kT: 0.6963
Collisions per site: 1.5029e+04 1/s
Median rate constant: 14.225 1/s
Initial mean reaction probability: 1.206e-03
t=0: K = 18.127 1/s, variance = 204.99 1/s2
t=0: variance / K^2 = 0.6238
t (ms) | S | K (1/s) | variance (1/s2) | dK/dt (1/s2)
20 | 0.7192 | 15.130 | 112.54 | -112.54
60 | 0.4212 | 11.979 | 56.43 | -56.43
120 | 0.2227 | 9.528 | 30.02 | -30.02
200 | 0.1125 | 7.718 | 17.21 | -17.21
Fall of K over 200 ms: 10.410 1/s
Integral of variance over 200 ms: 10.410 1/s
Average rate -ln(S)/t at 60 ms: 14.409 1/s
Initial fall of average rate: 102.48 1/s2
Random sites simulated: 4000000
Simulation, 60 ms: fall from counts 57.27 1/s2
Simulation, 60 ms: survivor variance 56.40 1/s2
Gamma case: shape 2, scale 10 1/s, t 60 ms
Gamma case: S 0.3906, K 12.500 1/s, var 78.12 1/s2
Two classes, 10 and 30 1/s, at 60 ms: fall of K / variance
  no exchange 1.0000; exchange at 1000 1/s 0.0000
Neglected effects: fall of K / variance at 20, 60, 200 ms
  pressure rise: -1.0939, 0.9517, 1.0000
  gas depletion: 0.9986, 0.9992, 0.9998
  steric blocking: 1.1040, 1.0786, 1.0306
  back reaction: 1.0011, 1.0019, 0.9897
Pressure rise time: 10 ms
Gas gap: 10 mm; diffusivity 150 cm2/s
Gas diffusion time: 6.67 ms
Initial depletion parameter: 7.70e-04
Exclusion distance: 0.6 nm
Blocking parameter: 0.0696
Blocking parameter at full hydroxyl cover: 6.96
Back reaction: barrier 1.5 eV, attempts 1e+13 1/s
Back reaction rate: 7.60e-03 1/s
Change of initial K per kelvin: 1.20 %
\end{verbatim}
